# Why sputtering peaks at oblique incidence

**Why does tilting an ion beam away from the surface normal first increase the number of atoms sputtered per ion, and then, at grazing incidence, reduce it? At which angle does the change occur?**

Let $\theta$ be the angle between the beam and the surface normal, so that $\theta=0$ is normal incidence and $\theta\to90^\circ$ is grazing incidence. The yield $Y$ is the mean number of target atoms removed per incident ion. The target is flat and amorphous, and the fluence is low enough that each ion meets an unchanged surface.

## The rise: energy is deposited closer to the surface

An atom leaves only if it reaches the surface with enough outward energy to overcome the surface binding. Most recoils have low energy and travel a short way, so what counts is the energy deposited near the surface. In the linear-cascade regime, where moving atoms mostly strike atoms at rest, this is written as

$$Y(\theta)=\Lambda F(\theta).$$

Here $F$ is the deposited energy per unit depth at the surface plane, and $\Lambda$ describes how efficiently that energy releases atoms. Taking $\Lambda$ to be independent of angle is an assumption.

To isolate the effect of tilting, imagine first that the target fills all space and that the ion starts on the plane $x=0$, with $x$ the depth. There is then no surface from which to be reflected. Approximate the deposited energy by a Gaussian cloud attached to the beam: its mean distance along the beam is $a$, its standard deviation along the beam is $\alpha$, and across the beam it is $\beta$.

For a point at distance $l$ along the beam and $t$ across it, in the plane of incidence, the depth is $x=l\cos\theta-t\sin\theta$. A sum of independent Gaussian variables is Gaussian, so $x$ has mean $a\cos\theta$ and variance

$$W=\alpha^2\cos^2\theta+\beta^2\sin^2\theta .$$

Its density at $x=0$, multiplied by the ion energy $E$, is

$$F(\theta)=\frac{E}{\sqrt{2\pi W}}\exp\left(-\frac{a^2\cos^2\theta}{2W}\right).$$

Does this rise at all angles? Set $s=\sin^2\theta$, which grows with $\theta$. Then $W=\alpha^2+s(\beta^2-\alpha^2)$, $dW/ds=\beta^2-\alpha^2$, and

$$\ln F=\text{const}-\tfrac12\ln W-\frac{a^2(1-s)}{2W}.$$

Differentiating each term gives

$$\frac{d\ln F}{ds}=\frac{\alpha^2-\beta^2}{2W}+\frac{a^2}{2W}+\frac{a^2(1-s)(\beta^2-\alpha^2)}{2W^2}.$$

The last two terms share the factor $a^2/(2W^2)$, which multiplies $W+(1-s)(\beta^2-\alpha^2)$. Inserting $W$, the terms in $s$ cancel and $\beta^2$ remains. Therefore

$$\frac{d\ln F}{ds}=\frac{\alpha^2-\beta^2}{2W}+\frac{a^2\beta^2}{2W^2}.$$

If $\alpha\ge\beta$ and $a>0$, this is positive at once. If $\beta>\alpha$, multiply by $2W^2$: the sign is that of $a^2\beta^2-W(\beta^2-\alpha^2)$, which is smallest at the largest value $W=\beta^2$. Both cases are covered by the condition

$$a^2+\alpha^2>\beta^2 .$$

Under it, the Gaussian model gives a rise all the way to grazing incidence. Shallow deposition explains the first half of the observed behaviour and cannot, in this model, explain the second.

Near normal incidence $s\approx\theta^2$ and $W\approx\alpha^2$, with $\theta$ in radians, so

$$\frac{F(\theta)}{F(0)}\approx1+\frac{f_0}{2}\theta^2,\qquad f_0=1-\frac{\beta^2}{\alpha^2}+\frac{a^2\beta^2}{\alpha^4}.$$

The function $(\cos\theta)^{-f}$ has the same form at small angles, because $-f\ln\cos\theta\approx f\theta^2/2$. This motivates a power of $1/\cos\theta$ as a simple stand-in for the rise. It is not equivalent at large angles: the power diverges at $90^\circ$, whereas the Gaussian result stays finite.

## The fall: the ion leaves with its energy

A real target has atoms on one side only. For an obliquely arriving ion, the pushes at right angles to the beam therefore no longer cancel: on average they turn it outward, while in the infinite medium these sideways pushes balance. To send the ion back out, its direction must turn by more than $90^\circ-\theta$. That is $90^\circ$ at normal incidence but only $5^\circ$ at $\theta=85^\circ$. A few weak deflections can supply the small turn, and weak deflections cost little energy. A grazing ion can thus leave while still carrying most of the energy that would have caused sputtering.

The simplest description assigns a constant probability $1/\ell$ per unit path length for the ion to be lost in a surface layer of thickness $d$. The surviving fraction $P$ obeys $dP/dz=-P/\ell$ along the path coordinate $z$, and the path through the layer is $d/\cos\theta$. Hence

$$P(\theta)=\exp\left(-\frac{\Sigma}{\cos\theta}\right),\qquad \Sigma=\frac d\ell .$$

Dividing by $P(0)=e^{-\Sigma}$ makes the factor equal to one at normal incidence. Multiplied by the power law, it gives the Yamamura-type formula

$$\frac{Y(\theta)}{Y(0)}=(\cos\theta)^{-f}\exp\left[-\Sigma\left(\frac1{\cos\theta}-1\right)\right].$$

This is a motivated closure, not a derivation from transport theory. Both $f$ and $\Sigma$ are effective parameters, to be determined for each combination of ion, target and energy.

## Where gain and loss balance

Let $q=1/\cos\theta$, which increases from 1 to infinity as $\theta$ goes from 0 to $90^\circ$. Then

$$\ln\frac{Y}{Y(0)}=f\ln q-\Sigma(q-1),\qquad \frac{d\ln Y}{dq}=\frac fq-\Sigma .$$

The term $f/q$ is the relative gain from the power law, and $\Sigma$ is the relative loss. The gain weakens as $q$ grows and the loss does not. They balance at $q=f/\Sigma$, that is, at

$$\cos\theta_{\rm opt}=\frac{\Sigma}{f}.$$

The second derivative, $-f/q^2$, is negative for $f>0$, so this is the single maximum. It lies at an oblique angle if $0<\Sigma<f$. If $\Sigma\ge f>0$, the derivative is negative for all $q>1$ and the yield only falls. If $\Sigma=0$, the formula rises without limit. Near normal incidence $q-1\approx\theta^2/2$, so $Y/Y(0)\approx1+(f-\Sigma)\theta^2/2$: the same inequality decides whether the yield initially rises.

Inserting $q=f/\Sigma$ gives the height,

$$\frac{Y(\theta_{\rm opt})}{Y(0)}=\left(\frac f\Sigma\right)^f e^{\Sigma-f}.$$

The sharpness follows from $dq/d\theta=q\tan\theta$. At the maximum the first derivative vanishes, so

$$\frac{d^2\ln Y}{d\theta^2}=-\frac f{q^2}(q\tan\theta_{\rm opt})^2=-f\tan^2\theta_{\rm opt}.$$

## Argon on molybdenum at 1 keV

The example follows free argon ions into amorphous molybdenum as a sequence of two-body collisions with the universal screened Coulomb potential. All recoils above 6.8 eV are followed too; the same rounded value serves as the surface binding energy. Each collision involves one target atom, after a flight of 2.5 Å and at an impact parameter of at most 1.41 Å. Electronic stopping, simultaneous collisions, crystal structure and roughness are left out, so the yields belong to this model and are not measured values. The omissions are not small. Adding a Lindhard–Scharff electronic loss for ion and recoils lowers the normal-incidence yield from about 2.1 to about 1.15, near the semi-empirical estimate of roughly 1.1, and raises the ratio of peak to normal yield from 1.5 to about 2. The angular formula plays no part in the simulation. The full results are in the numerical output.

**Without a surface.** The infinite-medium run at normal incidence gives $a=14.74$ Å, $\alpha=11.94$ Å and $\beta=12.02$ Å. Here $\beta$ slightly exceeds $\alpha$, but $a^2+\alpha^2\approx360$ Å$^2$ is well above $\beta^2\approx144$ Å$^2$, so the Gaussian model predicts a continued rise. Its initial exponent is

$$f_0\approx1-1.01+1.54=1.53 .$$

The energy deposited around the starting plane, averaged over a slab 5 Å thick, grows from 17.1 eV/Å at $0^\circ$ to 28.8 eV/Å at $65^\circ$ and 32.2 eV/Å at $85^\circ$. The last value is 1.89 times the first; the Gaussian model gives 2.12, which is 12% more. The cloud is only roughly Gaussian, but the absence of a collapse at grazing incidence was tested directly in the simulation.

**With a surface.** The simulated yield rises from $2.13\pm0.05$ atoms per ion at $0^\circ$ to $3.20\pm0.06$ at $65^\circ$, then falls to $0.41\pm0.03$ at $85^\circ$ (one standard error). Meanwhile the fraction of the beam energy carried away by reflected ions rises from 0.031 to 0.248 and then 0.882.

At $85^\circ$ a fraction 0.980 of the ions leaves, so each reflected ion carries on average $0.882/0.980=0.90$ of its initial energy. At normal incidence the corresponding ratio is $0.031/0.183=0.17$. Grazing reflection is therefore both more frequent and more costly in energy. The grazing numbers are not converged in the impact-parameter cutoff, because weak distant deflections matter most there. If the ion also feels partners out to 2.4 Å, the reflected energy fraction at $85^\circ$ rises from 0.88 to about 0.97, and the yield falls from 0.41 to about 0.1 at $85^\circ$ and from 1.4 to about 0.85 at $80^\circ$. The fall becomes steeper; its cause is unchanged.

How much of the fall does this explain? From $65^\circ$ to $85^\circ$ the yield drops by a factor $3.199/0.407=7.9$. The energy not carried off by reflected ions drops by $0.752/0.118=6.4$. The remaining factor is about 1.2 (about 1.7 with the wider cutoff), so energy loss by reflection accounts for most of the fall. Ions that remain in the target still sputter well: they remove 1.98 atoms each at $0^\circ$ and 4.13 at $80^\circ$.

The number of reflected ions alone is not the right measure. At normal incidence the staying ions contribute $0.817\times1.98=1.62$ atoms per incident ion. The other 0.51 come from the 18.3% that leave, or about 2.8 atoms for each of them, more than for a staying ion. An ion that returns after spending its energy has not been wasted. The damaging event is an early return with the energy unspent.

The two mechanisms can also be combined without a fit. Multiply the infinite-medium rise by the retained energy fraction, both relative to normal incidence:

| $\theta$ | rise | retained | product | simulated $Y/Y(0)$ |
|---|---|---|---|---|
| 45° | 1.40 | 0.94 | 1.31 | 1.41 |
| 65° | 1.68 | 0.78 | 1.31 | 1.50 |
| 85° | 1.89 | 0.12 | 0.23 | 0.19 |

The product is an estimate, since the two factors come from different geometries. It nevertheless reproduces the rise and the fall, with deviations of up to about 20% relative to the simulated ratio.

**The angular formula.** An unweighted least-squares fit to the nine simulated yields, with the normal-incidence yield also left free, gives $Y(0)=2.305$ atoms per ion, $f=1.327$ and $\Sigma=0.598$. The statistical errors are about 0.06 in $f$ and 0.03 in $\Sigma$, and the values depend on the fitting rule: weighting by the errors gives $f\approx1.07$ and $\Sigma\approx0.48$. Their ratio is far more stable, and the angle below stays between $62^\circ$ and $64^\circ$. Thus $0<\Sigma<f$, and

$$\cos\theta_{\rm opt}=\frac{\Sigma}{f}=0.451,\qquad\theta_{\rm opt}\approx63^\circ .$$

With $f/\Sigma=2.217$, the height is

$$\frac{Y(\theta_{\rm opt})}{Y(0)}=2.217^{1.327}e^{-0.729}\approx2.88\times0.482\approx1.39,$$

and the peak yield is $2.305\times1.39\approx3.2$ atoms per ion. The angle depends on the model as well: widening the impact-parameter cutoff or adding electronic stopping moves the fitted maximum within about $60^\circ$ to $65^\circ$.

A parabola through the three simulated points around the highest one puts the maximum near $60^\circ$. Much of the $3^\circ$ difference comes from the parabola itself. The peak falls more steeply on its grazing side, and a parabola through the formula's own values at $55^\circ$, $65^\circ$ and $75^\circ$ has its maximum near $61^\circ$, not $63^\circ$. The peak is also flat. Here $f\tan^2\theta_{\rm opt}=1.327\times(2.217^2-1)\approx5.2$, so moving $5^\circ$, or 0.087 rad, from the maximum lowers the yield by about $\tfrac12(5.2)(0.087)^2\approx2\%$. That is comparable with the statistical error. The simulated yields at $55^\circ$ and $65^\circ$ are indeed indistinguishable within their errors.

As a stricter test, the $65^\circ$ point was omitted and the fit repeated. It predicted 3.18 atoms per ion, against the simulated 3.20. Agreement this close is partly luck, since the difference is smaller than the statistical error of 0.06.

## What the two parameters do and do not mean

The formula reproduces the maximum better than the ends of the curve. Its fitted normal-incidence yield is 8% above the simulated one, which is why its peak ratio is 1.39 while the simulated ratio at $65^\circ$ is 1.50. At $85^\circ$ it gives 0.11 atoms per ion instead of 0.41. The root-mean-square deviation over all angles is 0.15 atoms per ion, about 5% of the highest simulated yield.

Nor are the two factors separate measurements of the two mechanisms. At $65^\circ$ the fitted power law is $2.366^{1.327}\approx3.1$, while the infinite-medium deposition has grown by only 1.68. The fitted exponential is 0.44, while the relative retained energy is 0.78. Both factors are exaggerated, and the errors largely compensate in the product. At $85^\circ$ the power has reached about 25, so the exponential must cancel an artificial growth as well as represent reflection.

The literal reading of $\Sigma$ as layer thickness divided by loss length fails for the same reason. It would leave $e^{-0.598}=0.55$ of the ions at normal incidence, whereas 0.82 stay in the simulation, and the reflected ones take only 3% of the energy. The competition is physical; its division into these two fitted factors is a convenient parametrization.

The assumptions also limit the use of the result at high fluence. Once the surface is rough, a facet tilted by $\gamma$ in the plane of incidence sees the local angle $|\theta-\gamma|$ rather than $\theta$, and neighbouring slopes can shadow it or collect its sputtered atoms. Implanted ions also change the composition of the layer in which the energy is deposited. The parameters found for a flat, clean target then no longer describe the evolving surface. In a crystal, aligned rows and planes can steer the ions and add angular structure that a smooth function with one maximum cannot represent.

## Calculated quantities

```
Ar energy: 1000 eV; ions per half-space angle: 1500
Mo density input: 10.2 g/cm^3
surface binding and cutoff input: 6.8 eV
masses: Ar 39.948 u, Mo 95.950 u
free flight 2.500 A, largest impact parameter 1.410 A
Infinite medium, 1000 ions per angle:
mean depth a 14.74 A, alpha 11.94 A, beta 12.02 A
Gaussian initial exponent f0: 1.53
angle (deg), deposited energy at plane (eV/A), ratio, Gaussian ratio
 0  17.09  1.00  1.00
45  23.85  1.40  1.46
65  28.77  1.68  1.86
85  32.23  1.89  2.12
Half-space:
angle (deg), yield (atoms/ion), standard error, fitted yield
 0  2.127  0.049  2.305
15  2.289  0.050  2.363
30  2.614  0.050  2.543
45  2.994  0.050  2.849
55  3.180  0.052  3.089
65  3.199  0.058  3.191
75  2.316  0.058  2.496
80  1.441  0.050  1.364
85  0.407  0.027  0.111
angle (deg), reflected energy fraction, fraction of ions staying,
  yield per staying ion, relative retained energy, fitted loss factor
 0  0.031  0.817  1.98  1.000  1.000
15  0.038  0.792  2.20  0.993  0.979
30  0.051  0.760  2.59  0.979  0.912
45  0.090  0.695  3.15  0.939  0.780
55  0.160  0.570  3.68  0.867  0.641
65  0.248  0.457  4.15  0.776  0.442
75  0.460  0.283  4.26  0.557  0.180
80  0.653  0.137  4.13  0.358  0.058
85  0.882  0.020  3.73  0.121  0.002
fit: Y(0) 2.305 atoms/ion, f 1.327, Sigma 0.598
Sigma/f: 0.4511
formula maximum: 63.2 deg, Y/Y(0) 1.388
formula peak yield: 3.200 atoms/ion
simulation maximum from local parabola: 60.2 deg
rms fit error: 0.148 atoms/ion
omitted point at 65 deg: predicted 3.183, simulated 3.199 atoms/ion
```
